\section*{The van der Pauw Equation from Conformal Mapping}

\section{What is measured}

\textbf{Q.} You have a thin metal film of irregular outline, with four small contacts on its edge. You want its resistivity, yet you intend to measure neither the outline nor the contact positions. Resistance depends on geometry, so how can this work?

\textbf{A.} One resistance would not be enough. I shall take two, with the same four contacts in different roles, and ask whether the geometry can be eliminated between them. The assumptions are these. The film has uniform thickness $t$ and a homogeneous, isotropic resistivity $\rho$. Ohm's law holds locally in the plane, and there is no magnetic field. The film is bounded by one closed curve that does not cross itself, and it has no holes. The contacts $A,B,C,D$ follow one another counterclockwise on that curve. They are points in plan view and reach through the whole thickness.

The edge is insulating except at the contacts. The faces of the film are insulating too, so the potential $V$ does not vary with depth. Integrating the current density over the thickness gives the sheet current
\begin{equation}
\mathbf K=-\frac{1}{R_s}\nabla V,\qquad R_s=\frac{\rho}{t}.
\label{eq:ohm}
\end{equation}
The sheet resistance $R_s$ is in ohms. I use SI units. The two measured quantities are
\begin{equation}
R_1=\frac{V_D-V_C}{I}\ \ (I:\ A\to B),\qquad
R_2=\frac{V_A-V_D}{I}\ \ (I:\ B\to C),
\label{eq:defs}
\end{equation}
where $I:A\to B$ means that the current enters the film at $A$ and leaves at $B$. The voltmeter draws no current.

\textbf{Q.} Why not measure the voltage between the two current contacts and save two wires?

\textbf{A.} Because that voltage diverges for point contacts. I can show this once we have the potential.

\section{Removing the shape}

\textbf{Q.} You still have to solve Laplace's equation in a region you do not know.

\textbf{A.} I transfer the problem to a region I do know. In steady flow $\nabla\cdot\mathbf K=0$, so there is a stream function $\psi$ with
\begin{equation}
K_x=\frac{\partial\psi}{\partial y},\qquad K_y=-\frac{\partial\psi}{\partial x}.
\end{equation}
Along a path from $P$ to $Q$, the normal pointing to the right of the direction of travel satisfies $\mathbf n\,ds=(dy,-dx)$. The current crossing the path from left to right is therefore
\begin{equation}
\int_P^Q(K_x\,dy-K_y\,dx)=\int_P^Q d\psi=\psi(Q)-\psi(P).
\label{eq:flux}
\end{equation}
This depends on the end points alone, because any closed loop in the film encloses only metal and has no net outflow. An insulated hole would not spoil this step, since no current leaves through its rim; the absence of holes is needed for the map below.

Comparison with \eqref{eq:ohm} gives
\begin{equation}
\frac{\partial V}{\partial x}=-R_s\frac{\partial\psi}{\partial y},\qquad
\frac{\partial V}{\partial y}=R_s\frac{\partial\psi}{\partial x}.
\end{equation}
These are the Cauchy--Riemann equations for the real part $V$ and the imaginary part $-R_s\psi$. Hence
\begin{equation}
F=V-iR_s\psi
\label{eq:F}
\end{equation}
is an analytic function of $z=x+iy$.

By the Riemann mapping theorem there is a one-to-one analytic map $w=f(z)$ from the interior of the film to the upper half-plane. Since the edge is a closed curve without self-crossings, the map extends continuously and one-to-one to the edge, which becomes the real axis together with the point at infinity. An analytic function of an analytic function is analytic, so $F$ can be regarded as a function of $w$. Each point keeps its values of $V$ and $\psi$.

\textbf{Q.} The map stretches lengths by different amounts in different places. Surely the currents change.

\textbf{A.} The current \emph{density} changes; the current between two points does not. By \eqref{eq:flux} that current is a difference of $\psi$, which the map carries over unchanged. An insulating edge is a line of constant $\psi$, and remains one. The total current $I$, the contact voltages and $R_s$ are thus the same in both planes.

\textbf{Q.} What if a contact lands at infinity?

\textbf{A.} I choose the map so that an ordinary edge point between $D$ and $A$ goes there. If a first map puts that point at a finite $w_0$, I follow it by $w\mapsto-1/(w-w_0)$, which takes the upper half-plane to itself and $w_0$ to infinity. Counterclockwise travel keeps the film on the left, as does travel along the real axis from left to right. The contact images therefore satisfy
\begin{equation}
a<b<c<d .
\end{equation}

\section{The potential in the half-plane}

\textbf{Q.} Then solve the half-plane, and watch the sign of the current.

\textbf{A.} Let $I$ enter at $a$ and leave at $b$. Go over $a$ on a small semicircle, counterclockwise from $a+\epsilon$ to $a-\epsilon$. The right-hand normal points away from $a$, so \eqref{eq:flux} gives $\psi(a-\epsilon)-\psi(a+\epsilon)=I$. Moving to the right past $a$, $\psi$ drops by $I$; past $b$ it rises by $I$. Setting $\psi=0$ on the far left, the edge values are
\begin{equation}
\psi=0\ (x<a),\qquad \psi=-I\ (a<x<b),\qquad \psi=0\ (x>b).
\label{eq:bc}
\end{equation}
Let $\theta_p=\arg(w-p)$, which is $0$ on the axis to the right of $p$ and $\pi$ to its left. The function
\begin{equation}
\psi=\frac{I}{\pi}(\theta_a-\theta_b)
\end{equation}
is harmonic and takes the values \eqref{eq:bc}: between $a$ and $b$ it is $(I/\pi)(0-\pi)=-I$, and outside the two angles cancel. Since $\theta_p$ is the imaginary part of $\ln(w-p)$, equation \eqref{eq:F} requires
\begin{equation}
F=-\frac{IR_s}{\pi}\left[\ln(w-a)-\ln(w-b)\right]+\text{const},
\end{equation}
with a real constant. The real part is
\begin{equation}
V(w)=\frac{IR_s}{\pi}\ln\frac{|w-b|}{|w-a|}+\text{const}.
\label{eq:V}
\end{equation}
Near $a$ the radial sheet current is $-R_s^{-1}\partial V/\partial r\simeq I/(\pi r)$. Multiplied by the semicircle length $\pi r$ it gives $I$, as it should.

\textbf{Q.} You guessed a solution. Could there be another?

\textbf{A.} Not with a bounded stream function, and boundedness is part of what I mean by a simple point contact: it excludes extra dipole-like sources there. Let $u$ be the difference of two bounded solutions. It vanishes on the real axis except possibly at $a$ and $b$. Extend it to the lower half-plane by $u(x,-y)=-u(x,y)$. The extension is harmonic and bounded away from two isolated points, where a bounded harmonic function has only removable singularities. It is then bounded and harmonic in the whole plane, hence constant by Liouville's theorem, and the constant is zero because $u$ vanishes on the axis. So $\psi$ is unique, and $V$ is unique up to a constant.

\textbf{Q.} And the divergence you promised?

\textbf{A.} On a small semicircle of radius $\epsilon$ around $a$, \eqref{eq:V} contains $(IR_s/\pi)\ln(1/\epsilon)$. Halving $\epsilon$ raises the voltage there by $(IR_s/\pi)\ln2$, and the sink contributes equally. On straight edges the map is locally a magnification, so the same holds in the real film. A contact at a right-angled corner feeds a quarter circle instead of a semicircle, and its contribution is twice as large; the figure below is for two contacts on straight edges. The two-terminal resistance grows by
\begin{equation}
\frac{2R_s}{\pi}\ln2=0.4413\,R_s
\end{equation}
at each halving, without limit. At $C$ and $D$, away from the current contacts, the potential is finite.

\section{Eliminating the contact positions}

\textbf{Q.} You have exchanged an unknown outline for four unknown numbers $a,b,c,d$. I see no gain.

\textbf{A.} Form the two resistances. For the first, \eqref{eq:V} gives
\begin{align}
R_1&=\frac{R_s}{\pi}\left[\ln\frac{d-b}{d-a}-\ln\frac{c-b}{c-a}\right]\nonumber\\
&=\frac{R_s}{\pi}\ln\frac{(c-a)(d-b)}{(c-b)(d-a)} .
\label{eq:R1}
\end{align}
For the second, the source is at $b$ and the sink at $c$, so the potential is $(IR_s/\pi)\ln(|w-c|/|w-b|)$ plus a constant, and
\begin{align}
R_2&=\frac{R_s}{\pi}\left[\ln\frac{c-a}{b-a}-\ln\frac{d-c}{d-b}\right]\nonumber\\
&=\frac{R_s}{\pi}\ln\frac{(c-a)(d-b)}{(b-a)(d-c)} .
\label{eq:R2}
\end{align}
Multiply each by $-\pi/R_s$ and exponentiate:
\begin{equation}
e^{-\pi R_1/R_s}=\frac{(c-b)(d-a)}{(c-a)(d-b)},\qquad
e^{-\pi R_2/R_s}=\frac{(b-a)(d-c)}{(c-a)(d-b)} .
\label{eq:ratios}
\end{equation}
The denominators agree. Write the gaps as $p=b-a$, $g=c-b$, $h=d-c$, all positive. The numerators add to
\begin{equation}
g(p+g+h)+ph=pg+g^2+gh+ph=(p+g)(g+h),
\end{equation}
which is $(c-a)(d-b)$, the common denominator. Therefore
\begin{equation}
\boxed{\,e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1\,}
\label{eq:vdp}
\end{equation}
This is the van der Pauw equation. Both terms are positive and add to one, so each is below one and both resistances are positive.

\textbf{Q.} I should like to see one case where the map is known and the separate resistances are checked.

\textbf{A.} Take a rectangle of width $W=1.5$ and height $H=1$. The integral
\begin{equation}
\zeta=\int_0^w\frac{ds}{\sqrt{(1-s^2)(1-ms^2)}}
\end{equation}
takes the half-plane to a rectangle: along the real axis the phase of the integrand is constant except at $\pm1$ and $\pm1/\sqrt m$, where it turns by a right angle. The corners are $\pm K$ and $\pm K+iK'$, with $K=K(m)$ and $K'=K(1-m)$ complete elliptic integrals. The inverse is $w=\mathrm{sn}(\zeta|m)$, and the proportions require $K'/(2K)=H/W$, so $m=0.2155$.

Contacts at $(0,0.5)$, $(0.5,0)$, $(1.5,0.5)$ and $(1.25,1)$ go to $-1.46770$, $-0.52274$, $1.46770$ and $2.45136$. Equations \eqref{eq:R1} and \eqref{eq:R2} then give $R_1=0.03583\,R_s$ and $R_2=0.71297\,R_s$.

The comparison is a finite-element resistor network that uses no conformal map. Each square cell of metal adds a conductance $1/(2R_s)$ to each of its four sides, and Kirchhoff's equations are solved. With 120 cells per unit length it gives $0.03584\,R_s$ and $0.71297\,R_s$. Its two-terminal resistance rises from $3.2282\,R_s$ to $3.6695\,R_s$ when the cell size, and with it the effective size of a one-node contact, is halved. The growth, $0.4412\,R_s$ when taken from the unrounded values, agrees with the predicted logarithm.

\section{Solving for the sheet resistance}

\textbf{Q.} Equation \eqref{eq:vdp} is transcendental. Might it have two roots?

\textbf{A.} No. For $R_1,R_2>0$ the derivative of its left side,
\begin{equation}
\frac{\pi}{R_s^2}\left(R_1e^{-\pi R_1/R_s}+R_2e^{-\pi R_2/R_s}\right),
\end{equation}
is positive. The left side rises from $0$ at small $R_s$ to $2$ at large $R_s$ and equals one once.

For calculation, separate the mean from the asymmetry:
\begin{equation}
s=\frac{\pi(R_1+R_2)}{2R_s},\qquad q=\frac{R_1-R_2}{R_1+R_2}.
\end{equation}
Then $\pi R_1/R_s=s(1+q)$ and $\pi R_2/R_s=s(1-q)$, so \eqref{eq:vdp} becomes
\begin{equation}
e^{-s}\left(e^{-qs}+e^{qs}\right)=2e^{-s}\cosh(qs)=1 .
\label{eq:s}
\end{equation}
With $f=\ln2/s$, the definition of $s$ yields
\begin{equation}
R_s=\frac{\pi}{\ln2}\,\frac{R_1+R_2}{2}\,f .
\label{eq:f}
\end{equation}
Because $\cosh(qs)\ge1$, \eqref{eq:s} implies $e^s\ge2$, hence $f\le1$, with equality when $R_1=R_2$. Setting $f=1$ for unequal resistances overestimates $R_s$.

\textbf{Q.} By how much?

\textbf{A.} For small asymmetry, take the logarithm of \eqref{eq:s} and use $\ln\cosh y\simeq y^2/2$:
\begin{equation}
s\simeq\ln2+\tfrac12q^2(\ln2)^2,\qquad f\simeq1-\tfrac12q^2\ln2 .
\label{eq:smallq}
\end{equation}
The error is of second order in $q$. In the opposite limit, $R_1\ll R_2$, put $x_i=\pi R_i/R_s$. Expanding the first exponential in \eqref{eq:vdp} gives $1-x_1+e^{-x_2}\simeq1$, so
\begin{equation}
x_1\simeq e^{-x_2},\qquad \frac{R_2}{R_1}\simeq x_2e^{x_2}.
\end{equation}
Now $s\simeq x_2/2$ and $f\simeq2\ln2/x_2$, which falls slowly, roughly as the inverse logarithm of the resistance ratio.

\textbf{Q.} Does the exponential amplify measurement errors?

\textbf{A.} Differentiate $e^{-x_1}+e^{-x_2}=1$, using $dx_i=x_i(dR_i/R_i-dR_s/R_s)$:
\begin{equation}
\frac{dR_s}{R_s}=\frac{x_1e^{-x_1}\,dR_1/R_1+x_2e^{-x_2}\,dR_2/R_2}{x_1e^{-x_1}+x_2e^{-x_2}} .
\label{eq:err}
\end{equation}
This is a weighted mean with positive weights. To first order, the relative error of $R_s$ cannot exceed the larger relative error of the two resistances. A very small $R_1$ is still a poor choice. A fixed voltage error is then a large fraction of the reading, while the weight of $R_1$, which for $x_1\simeq e^{-x_2}$ is about $1/(1+x_2)$, falls only slowly.

\section{A film with no map supplied}

\textbf{Q.} Show me numbers for an awkward shape.

\textbf{A.} Take an L-shaped model film: a square of side $10\ \mathrm{mm}$ without its upper right quarter. In units of the side, the contacts are at $(0.25,0)$, $(1,0.25)$, $(0.5,0.75)$ and $(0,0.5)$. I choose $t=50\ \mathrm{nm}$, $\rho=4\ \mu\Omega\,\mathrm{cm}$ and $I=10\ \mathrm{mA}$, so the input sheet resistance is $0.8\ \Omega$. The network, with 240 cells per side, supplies voltages in place of a measurement. They shift by about $0.1\%$ between 120 and 240 cells, so only about three figures belong to the film; the further digits are kept for the arithmetic:
\begin{align}
R_1&=\frac{0.81356\ \mathrm{mV}}{10\ \mathrm{mA}}=0.081356\ \Omega,\\
R_2&=\frac{3.30161\ \mathrm{mV}}{10\ \mathrm{mA}}=0.330161\ \Omega .
\end{align}
From here I use only these resistances and the thickness. Their ratio is $4.06$ and $q=-0.605$. Solving \eqref{eq:s} gives $s=0.8080$ and $f=0.8578$, whence
\begin{equation}
R_s=4.5324\times0.20576\ \Omega\times0.8578=0.800\ \Omega .
\end{equation}
The two exponentials are $0.7265$ and $0.2735$, with sum one. The resistivity is
\begin{equation}
\rho=R_st=0.800\ \Omega\times50\ \mathrm{nm}=40.0\ \mathrm{n}\Omega\,\mathrm{m}=4.00\ \mu\Omega\,\mathrm{cm}.
\end{equation}
With $f=1$ the result would be $0.933\ \Omega$, about $17\%$ above the input. The small-asymmetry formula \eqref{eq:smallq} gives $f\simeq0.873$, about $2\%$ above the full solution even at this large $q$. In \eqref{eq:err} the weights of $R_1$ and $R_2$ are $0.40$ and $0.60$.

\textbf{Q.} The agreement looks suspiciously good for a grid with an inward corner.

\textbf{A.} It is closer than I expected. With the input $R_s$, the sum of exponentials is $1.00000$ with both 120 and 240 cells per side. The errors in the two resistances compensate. The L is a polygon, and its Schwarz--Christoffel map gives $R_1=0.08129\ \Omega$ and $R_2=0.33034\ \Omega$, so with 240 cells the network is $0.08\%$ high in $R_1$ and $0.05\%$ low in $R_2$; with the weights $0.40$ and $0.60$ of \eqref{eq:err} these nearly cancel in $R_s$. The sum therefore does not show that each resistance is equally accurate. Nor does it describe a real measurement, because these voltages carry no noise.

\section{Where the equation fails}

\textbf{Q.} Suppose the film has a hole. Its rim is insulating, just like the outer edge.

\textbf{A.} The map is lost. A loop around the hole cannot be shrunk to a point within the metal, whereas every loop in a half-plane can be shrunk there, so no continuous one-to-one map with continuous inverse joins the two. The rim also has its own constant value of $\psi$, which \eqref{eq:bc} does not contain.

A unit square shows the effect. Put the contacts at $(0.25,0)$, $(1,0.25)$, $(0.75,1)$ and $(0,0.75)$. A quarter turn takes each contact to the next, so $R_1=R_2=R$. Without a hole, \eqref{eq:vdp} gives $2e^{-\pi R/R_s}=1$, or $R=(\ln2/\pi)R_s=0.2206\,R_s$; the network gives $0.2207\,R_s$. A central square hole of side $0.5$ raises $R$ to about $0.64\,R_s$, and the sum of exponentials falls to about $0.27$. Applying \eqref{eq:vdp} regardless would yield
\begin{equation}
\frac{\pi}{\ln2}\times0.64\,R_s\simeq2.9\,R_s,
\end{equation}
nearly three times the true sheet resistance. The equality of $R_1$ and $R_2$ gives no warning.

\textbf{Q.} And for a very thin interconnect metal, where electrons scatter from the surfaces?

\textbf{A.} Surface scattering may change the value of $\rho$ without spoiling the derivation, provided that \eqref{eq:ohm} still holds with one uniform $R_s$. This requires the in-plane electric field to change little over an electron mean free path, a condition that fails close to an ideal point contact or a sharp inward corner but can hold over the rest of a large film. The product $R_st$ is then an effective resistivity of that film, not necessarily that of the bulk metal, and an error in $t$ enters it in direct proportion. The numerical output below lists the network results quoted in the earlier sections.

\section*{Values computed for the example and the checks}
\begin{verbatim}
HALF-PLANE, source at 0, sink at 1
flux around source only / I = 1.000000
|flux around both contacts| / I = 2.8e-12
RECTANGLE 1.5 x 1, contacts A, B, C, D at (x, y):
   [(0.0, 0.5), (0.5, 0.0), (1.5, 0.5), (1.25, 1.0)]
elliptic parameter m = 0.215500
images a, b, c, d = -1.46770, -0.52274, 1.46770, 2.45136
R1/Rs: map 0.03583, network 0.03584
R2/Rs: map 0.71297, network 0.71297
two-terminal R_AB/Rs, 60 cells per unit length = 3.2282
two-terminal R_AB/Rs, 120 cells per unit length = 3.6695
growth/Rs: network 0.44121, (2/pi) ln2 = 0.44127
SQUARE of side 1, contacts at (x, y):
   [(0.25, 0.0), (1.0, 0.25), (0.75, 1.0), (0.0, 0.75)]
no hole: R1/Rs = 0.22065, R2/Rs = 0.22065
no hole: sum of exponentials = 0.99995
central hole of side 0.5: R1/Rs = 0.6390, R2/Rs = 0.6390
with hole: sum of exponentials = 0.2687
with hole: apparent Rs / true Rs = 2.896
L-SHAPED FILM (square less its upper right quarter)
contacts at (x, y) in units of the outer side:
   [(0.25, 0.0), (1.0, 0.25), (0.5, 0.75), (0.0, 0.5)]
sum of exponentials, 120 cells per side = 1.00000
sum of exponentials, 240 cells per side = 1.00000
outer side = 10.0 mm
thickness = 50.0 nm
input resistivity = 4.000 microohm cm
input sheet resistance = 0.8000 ohm
current = 10.0 mA
V_D - V_C (current A to B) = 0.81356 mV
V_A - V_D (current B to C) = 3.30161 mV
R1 = 0.081356 ohm
R2 = 0.330161 ohm
ratio R2/R1 = 4.0582
exp(-pi R1/Rs) at extracted Rs = 0.72652
exp(-pi R2/Rs) at extracted Rs = 0.27348
correction factor f = 0.85784
sheet resistance with f set to 1 = 0.9326 ohm
extracted sheet resistance = 0.80000 ohm
extracted resistivity = 4.0000 microohm cm
extracted resistivity = 40.000 nanoohm m
relative deviation from input = -0.000 percent
\end{verbatim}
